# Raman activity of methane in the bond polarizability model

## Problem

The static, nonresonant electronic polarizability of methane is modelled as a sum over its four C–H bonds. Each bond is axially symmetric about its unit vector \(\mathbf n_b\), which points from carbon to hydrogen. Its parallel and perpendicular polarizabilities \(\alpha_\parallel(r_b)\) and \(\alpha_\perp(r_b)\) depend on its own length \(r_b\) and on nothing else. Define

\[
\bar a=\tfrac13(\alpha_\parallel+2\alpha_\perp),\qquad \gamma=\alpha_\parallel-\alpha_\perp ,
\]

and let \(\bar a'\) and \(\gamma'\) be their derivatives at the tetrahedral equilibrium length \(r_0\). Hartree atomic units are used.

(a) To first order, find the change of the polarizability tensor for the \(a_1\) stretch, the \(e\) bend, the \(t_2\) bend at fixed bond lengths, and the \(t_2\) stretch. Which bond parameters enter each?

(b) Which of these conclusions carry over to the normal modes?

(c) Find the wavenumbers, Raman activities and depolarization ratios for these round model parameters, which are not fitted to methane: \(r_0=2\) bohr; \(\alpha_\parallel=6\), \(\alpha_\perp=3\) bohr³; \(\alpha_\parallel'=4\), \(\alpha_\perp'=1\) bohr²; \(m_H=1\) u, \(m_C=12\) u; and the potential

\[
V=\tfrac12k_r\sum_b\delta r_b^2+\tfrac12k_\theta r_0^2\sum_{i<j}\delta\theta_{ij}^2,
\]

with \(k_r=0.30\) and \(k_\theta=0.03\) hartree/bohr².

## Solution

### First variation of the bond sum

A bond tensor is \(\alpha_\perp I+(\alpha_\parallel-\alpha_\perp)\mathbf n\mathbf n^T\). Since \(\alpha_\perp=\bar a-\gamma/3\),

\[
\alpha=\sum_b\left[\bar a(r_b)I+\gamma(r_b)\left(\mathbf n_b\mathbf n_b^T-\tfrac13I\right)\right].
\]

Split the change of each bond vector into \(\delta r_b\,\mathbf n_b+\mathbf d_b\), with \(\mathbf d_b\perp\mathbf n_b\). To first order \(\delta\mathbf n_b=\mathbf d_b/r_0\), so

\[
\delta\alpha=\sum_b\left\{\delta r_b\left[\bar a'I+\gamma'\left(\mathbf n_b\mathbf n_b^T-\tfrac13I\right)\right]+\frac{\gamma}{r_0}\left(\mathbf n_b\mathbf d_b^T+\mathbf d_b\mathbf n_b^T\right)\right\}.\tag{1}
\]

Here \(\gamma\) is taken at \(r_0\). The equilibrium value \(\bar a\) has dropped out, because turning a bond does not change the isotropic part of its tensor.

Take \(\sqrt3\,\mathbf n_b=(1,1,1),\,(1,-1,-1),\,(-1,1,-1),\,(-1,-1,1)\). Direct addition gives

\[
\sum_b\mathbf n_b=0,\qquad \sum_b\mathbf n_b\mathbf n_b^T=\tfrac43I,\qquad \sum_b n_{bz}\mathbf n_b\mathbf n_b^T=\frac{4}{3\sqrt3}P,\tag{2}
\]

where \(P=\mathbf e_x\mathbf e_y^T+\mathbf e_y\mathbf e_x^T\). In the last sum the \(xy\) element is \(\sum_b n_{bx}n_{by}n_{bz}\), and each of its four terms equals \(1/(3\sqrt3)\). The other elements reduce to sums of a single component of \(\mathbf n_b\) and vanish.

### (a) The four coordinates

Each coordinate \(S\) multiplies a pattern of bond-vector changes whose squares sum to one.

**\(a_1\) stretch.** All \(\delta r_b=S/2\) and \(\mathbf d_b=0\). The \(\gamma'\) term contains \(\tfrac43I-\tfrac43I=0\), which leaves

\[
\frac{\partial\alpha}{\partial S}=\tfrac12\cdot4\bar a'I=2\bar a'I .
\]

The cancellation does not rely on small displacements: for four equal bonds of any length \(r\) along the tetrahedral \(\mathbf n_b\), equation (2) gives \(\alpha=4\bar a(r)I\).

**\(e\) bend.** Let \(\mathbf d_b=S\,M\mathbf n_b\), with \(M\) diagonal, traceless and \(\operatorname{tr}M^2=\tfrac34\). There are two independent choices, for instance \(\operatorname{diag}(-1,-1,2)/(2\sqrt2)\) and \(\sqrt{3/8}\,\operatorname{diag}(1,-1,0)\). Because \(n_{bx}^2=n_{by}^2=n_{bz}^2=\tfrac13\), we have \(\mathbf n_b^TM\mathbf n_b=\tfrac13\operatorname{tr}M=0\), so bond lengths are unchanged. The norm is \(\sum_b\mathbf n_b^TM^2\mathbf n_b=\tfrac43\operatorname{tr}M^2=1\). Equations (1) and (2) give

\[
\frac{\partial\alpha}{\partial S}=\frac{\gamma}{r_0}\left(\tfrac43M+M\tfrac43\right)=\frac83\frac{\gamma}{r_0}M .
\]

**\(t_2\) bend.** The \(z\) partner is the part of a common \(z\) displacement perpendicular to each bond: \(\mathbf d_b=c(\mathbf e_z-n_{bz}\mathbf n_b)S\). Each bracket has squared length \(1-\tfrac13=\tfrac23\), so \(c^2\cdot\tfrac83=1\) and \(c=\sqrt{3/8}\). The terms with \(\mathbf e_z\) multiply \(\sum_b\mathbf n_b=0\), and

\[
\frac{\partial\alpha}{\partial S_b}=-2c\,\frac{\gamma}{r_0}\,\frac{4}{3\sqrt3}P=-\frac{2\sqrt2}{3}\frac{\gamma}{r_0}P .
\]

**\(t_2\) stretch.** Let \(\delta r_b=\tfrac{\sqrt3}{2}n_{bz}S\), with norm \(\tfrac34\cdot\tfrac43=1\). The terms proportional to \(I\) cancel because \(\sum_bn_{bz}=0\), and

\[
\frac{\partial\alpha}{\partial S_s}=\frac{\sqrt3}{2}\,\gamma'\,\frac{4}{3\sqrt3}P=\frac23\gamma'P .
\]

The \(a_1\) stretch therefore depends only on the isotropic derivative \(\bar a'\). The \(e\) bend and the \(t_2\) bend at fixed lengths depend only on \(\gamma/r_0\): they turn the bonds, and turning a bond changes its tensor only if the bond is anisotropic. The \(t_2\) stretch depends only on \(\gamma'\).

These results rest on the assumption that bonds do not influence one another. If a bond's tensor also depended on neighbouring lengths or angles, equation (1) would acquire further derivatives. For real methane this limit matters. The model requires the \(e\) bend and the \(t_2\) bend at fixed lengths to yield the same \(\gamma/r_0\). Static coupled Hartree–Fock polarizabilities at a bond length of 2.05 bohr give about 0.92 bohr² from the \(e\) bend but 0.09 bohr² from the \(t_2\) bend in the aug-cc-pVDZ basis, and 0.98 and 0.18 bohr² in def2-SVPD. The values depend on the basis, but the mismatch persists, so the bond sum overestimates the \(t_2\) bend relative to the \(e\) bend, and the activities of part (c) illustrate the model rather than methane.

### (b) Normal modes

The four bond vectors have 12 components. The patterns above account for \(1+2+3+3=9\) of them, and rigid rotations (\(t_1\)) for the other three. The species \(a_1\) and \(e\) each occur once, so symmetry fixes their normal modes for any harmonic tetrahedral force field, and the conclusions of part (a) carry over. Both patterns sum to zero over the bonds, so carbon stays at rest and \(Q=\sqrt{m_H}\,S\).

The species \(t_2\) occurs twice, and its stretch and bend can mix. With atomic displacements \(\mathbf u\) and patterns \(\mathbf p_b^{(i)}\), the coordinates are \(S_i=\sum_b\mathbf p_b^{(i)}\cdot(\mathbf u_b-\mathbf u_C)\). In mass-weighted coordinates \(q\), \(S=Jq\) with

\[
G_{ij}=(JJ^T)_{ij}=\frac{1}{m_H}\sum_b\mathbf p_b^{(i)}\cdot\mathbf p_b^{(j)}+\frac1{m_C}\Big(\sum_b\mathbf p_b^{(i)}\Big)\cdot\Big(\sum_b\mathbf p_b^{(j)}\Big).
\]

The pattern sums are \(\tfrac{\sqrt3}2\cdot\tfrac43\,\mathbf e_z=\tfrac{2}{\sqrt3}\mathbf e_z\) for the stretch and \(c(4-\tfrac43)\mathbf e_z=\sqrt{8/3}\,\mathbf e_z\) for the bend. The two patterns are orthogonal, one being along the bonds and the other perpendicular to them. Hence

\[
G_{ss}=\frac1{m_H}+\frac4{3m_C},\qquad G_{bb}=\frac1{m_H}+\frac8{3m_C},\qquad G_{sb}=\frac{4\sqrt2}{3m_C}.
\]

Write \(S=LQ\) for the two normal modes of this partner. They are orthonormal in \(q\) and span the rows of \(J\), so \(LL^T=G\). With \(V=\tfrac12S^TFS\), normal modes satisfy \(L^TFL=\omega^2\), a diagonal matrix. Multiplication by \(L\) from the left gives \(GFL=L\omega^2\). For mode \(k\),

\[
t_k\equiv\frac{\partial\alpha_{xy}}{\partial Q_k}=\frac23\gamma'L_{sk}-\frac{2\sqrt2}{3}\frac{\gamma}{r_0}L_{bk}.\tag{3}
\]

The \(t_2\) bending mode thus depends on the bond anisotropy and, in general, on its slope \(\gamma'\), but not on \(\bar a\) or \(\bar a'\). Carbon recoil mixes the coordinates even when \(F_{sb}=0\). The mode becomes a pure bend if \(F_{sb}=0\) and \(m_C\to\infty\), since \(G\) and \(F\) are then both diagonal.

### (c) Activities and wavenumbers

**Orientation average.** Write \(\partial\alpha/\partial Q=aI+\beta\), with \(\beta\) symmetric and traceless, and let \(g^2=\tfrac32\operatorname{tr}\beta^2\). For a random unit vector, \(\langle u_iu_ju_ku_l\rangle=\tfrac1{15}(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})\), so \(\langle\beta_{ZZ}^2\rangle=\tfrac2{15}\operatorname{tr}\beta^2=\tfrac4{45}g^2\). The invariant \(\operatorname{tr}\beta^2=3\langle\beta_{ZZ}^2\rangle+6\langle\beta_{XZ}^2\rangle\) then gives \(\langle\beta_{XZ}^2\rangle=\tfrac1{10}\operatorname{tr}\beta^2=\tfrac1{15}g^2\). The cross term \(2a\langle\beta_{ZZ}\rangle\) vanishes. The activity, defined as 45 times the sum of the two mean squares, and the depolarization ratio for linearly polarized light observed at 90° are

\[
A=45a^2+7g^2,\qquad \rho=\frac{3g^2}{45a^2+4g^2},
\]

with \(a^2\) and \(g^2\) summed over degenerate partners. Thus \(\rho=0\) for \(a_1\) and \(\rho=\tfrac34\) for \(e\) and \(t_2\).

For \(a_1\), \(a=2\bar a'/\sqrt{m_H}\). For each \(e\) partner, \(g^2=\tfrac32\cdot\tfrac{64}9\cdot\tfrac34(\gamma/r_0)^2/m_H=8(\gamma/r_0)^2/m_H\). For each \(t_2\) partner, \(\operatorname{tr}P^2=2\) gives \(g^2=3t_k^2\). Therefore

\[
A_{a_1}=\frac{180\,\bar a'^2}{m_H},\qquad A_e=\frac{112}{m_H}\left(\frac{\gamma}{r_0}\right)^2,\qquad A_{t_2,k}=63\,t_k^2 .
\]

**Force constants.** For both stretches \(F=k_r\), because \(\sum_b\delta r_b^2=S^2\). For bends, \(-\sin\theta\,\delta\theta_{ij}=\delta\mathbf n_i\cdot\mathbf n_j+\mathbf n_i\cdot\delta\mathbf n_j\), with \(\cos\theta=-\tfrac13\) and \(\sin\theta=2\sqrt2/3\).

For \(e\), the right side is \((2S/r_0)\mathbf n_i^TM\mathbf n_j\). The sum of \((\mathbf n_i^TM\mathbf n_j)^2\) over all \(i,j\) is \(\tfrac{16}9\operatorname{tr}M^2=\tfrac43\). Its diagonal terms vanish, so the six pairs give \(\tfrac23\). Then \(r_0^2\sum\delta\theta^2=\tfrac98\cdot4\cdot\tfrac23S^2=3S^2\), and \(F_e=3k_\theta\).

For the \(t_2\) bend, the right side is \((cS_b/r_0)\tfrac43(n_{iz}+n_{jz})\). It is nonzero only for pairs (1,4) and (2,3), where it equals \(\pm(2\sqrt2/3)S_b/r_0\). Hence \(\delta\theta_{14}=-S_b/r_0\), \(\delta\theta_{23}=+S_b/r_0\), and \(F_{bb}=2k_\theta\). The potential has no stretch–angle term, so \(F_{sb}=0\).

**Numbers.** The parameters give \(\bar a'=(4+2\cdot1)/3=2\) bohr², \(\gamma=6-3=3\) bohr³, \(\gamma'=4-1=3\) bohr² and \(\gamma/r_0=1.5\) bohr². With \(m_H=1822.888\,m_e\),

\[
A_{a_1}=\frac{180\cdot4}{1822.888}=0.395,\qquad A_e=\frac{112\cdot2.25}{1822.888}=0.138\quad\text{bohr}^4/m_e .
\]

The frequencies follow from \(\omega^2=k_r/m_H\) for \(a_1\), \(\omega^2=3k_\theta/m_H\) for \(e\), and the eigenvalues of \(GF\) for \(t_2\). The two terms of (3), in bohr²/\(\sqrt{m_e}\), are

- bending mode: \(t=-0.00184-0.03608=-0.03792\);
- stretching mode: \(t=0.04934-0.00629=0.04305\).

| Mode | Wavenumber (cm⁻¹) | \(A\), bohr⁴/\(m_e\) (Å⁴/u) | \(\rho\) |
|---|---|---|---|
| \(t_2\) bend | 1376 | 0.0906 (13) | 0.75 |
| \(e\) bend | 1542 | 0.138 (20) | 0.75 |
| \(a_1\) stretch | 2816 | 0.395 (56) | 0 |
| \(t_2\) stretch | 2975 | 0.117 (17) | 0.75 |

The signs of the mixing follow from the rows of \(GFL=L\omega^2\):

\[
\left.\frac{L_s}{L_b}\right|_{\text{bend}}=\frac{2k_\theta G_{sb}}{\omega^2-k_rG_{ss}},\qquad \left.\frac{L_b}{L_s}\right|_{\text{stretch}}=\frac{k_rG_{sb}}{\omega^2-2k_\theta G_{bb}} .
\]

The off-diagonal elements of \(GF\) have a positive product, so the lower eigenvalue lies below both diagonal elements and the upper one above both. The ratios are therefore negative and positive respectively; their values are \(-0.036\) and \(0.180\). Since \(\gamma\) and \(\gamma'\) are both positive here, the two terms of (3) add in the bending mode and partly cancel in the stretching mode. These signs hold for \(F_{sb}=0\); a stretch–bend force constant can change them. Setting \(\gamma'=0\) lowers the \(t_2\) bend activity to 0.0820 bohr⁴/\(m_e\), a change of −9.5 % relative to the full value.

**Another force field.** Add the energy \(k_cr_0\,\delta r_b\,\delta\theta\) for every bond and every angle containing it, with \(k_c=0.01\) hartree/bohr². In the \(t_2\) coordinates \(\delta r_1+\delta r_4=S_s\) and \(\delta r_2+\delta r_3=-S_s\), so the added energy is \(-2k_cS_sS_b\) and \(F_{sb}=-2k_c\). The \(t_2\) activities become 0.0726 and 0.1348 bohr⁴/\(m_e\), while those of \(a_1\) and \(e\) are unchanged. The element \((GF)_{sb}=2k_\theta G_{sb}-2k_cG_{ss}\) is now negative, \(L_s/L_b\) in the bending mode becomes \(+0.049\), and the two terms of (3) partly cancel in that mode. At \(k_c=k_\theta G_{sb}/G_{ss}\approx0.0042\) hartree/bohr² this element vanishes and the mode is a pure bend at finite carbon mass. The \(t_2\) sum stays at 0.2074, because \(LL^T=G\) gives

\[
\sum_kA_{t_2,k}=63\,\mathbf v^TG\mathbf v,\qquad \mathbf v=\left(\tfrac23\gamma',\,-\tfrac{2\sqrt2}3\tfrac{\gamma}{r_0}\right)^T,
\]

which contains no force constants. The numerical check obtains the tensor derivatives of part (a), the wavenumbers, the activities and the depolarization ratios independently, from finite differences of the bond sum and a normal-mode calculation with all five atoms. The mixing ratios and the separate terms of (3) are evaluated from the two-by-two \(GF\) problem, which is tested through the frequencies and activities it predicts.

## Values computed for the example and the checks

```
bond length r0 = 2.0 bohr
bond parallel, perpendicular = 6.0, 3.0 bohr^3
their slopes = 4.0, 1.0 bohr^2
bond mean, anisotropy = 4.0, 3.0 bohr^3
slopes of mean, anisotropy = 2.0, 3.0 bohr^2
anisotropy / r0 = 1.50 bohr^2
masses H, C = 1, 12 u
one u = 1822.888 electron masses
stretch, bend constants = 0.30, 0.03 hartree/bohr^2
equilibrium polarizability = 16.0 bohr^3
Response of d(alpha)/dS to a unit of each bond parameter
(mean, aniso columns: 1/bohr; slope columns: dimensionless)
coordinate, component:   mean   aniso   dmean  daniso
a1 stretch  xx:  0.0000  0.0000  2.0000  0.0000
e bend      zz:  0.0000  0.9428  0.0000  0.0000
t2 bend     xy:  0.0000 -0.4714  0.0000  0.0000
t2 stretch  xy:  0.0000  0.0000  0.0000  0.6667
d(alpha)/dS for the example, same components, bohr^2
a1 stretch :   4.0000
e bend     :   2.8284
t2 bend    :  -1.4142
t2 stretch :   2.0000
Normal modes: wavenumber in cm^-1, depolarization ratio
t2 bend    :  1375.8, 0.7500
e bend     :  1542.1, 0.7500
a1 stretch :  2815.6, 0.0000
t2 stretch :  2975.4, 0.7500
Raman activity summed over partners: bohr^4/m_e (angstrom^4/u)
t2 bend    : 0.09056 (12.95)
e bend     : 0.13824 (19.76)
a1 stretch : 0.39498 (56.46)
t2 stretch : 0.11680 (16.70)
sum of both t2 activities = 0.20736 bohr^4/m_e
Two terms of d(alpha_xy)/dQ in t2 modes, bohr^2/sqrt(m_e)
t2 bend: daniso term -0.00184, aniso term -0.03608
t2 stretch: daniso term 0.04934, aniso term -0.00629
t2 bending mode, ratio L_s/L_b = -0.0360
t2 stretching mode, ratio L_b/L_s = 0.1801
t2 bend activity, daniso = 0: 0.08199 bohr^4/m_e
change of t2 bend activity on setting daniso = 0: -9.5 %
coupling constant, second field = 0.01 hartree/bohr^2
t2 bend activity, second field = 0.07258 bohr^4/m_e
t2 stretch activity, second field = 0.13479 bohr^4/m_e
```
